**Minority Δ1 leakage through a thin iron electrode**

The program models thick iron, a barrier of width w, an iron film of thickness d and a normal metal, and evaluates TMR = (G_P − G_AP)/(G_AP + G_bg). Here G_P and G_AP are the Δ1 conductances for parallel and antiparallel magnetizations, and G_bg is a constant background from other channels. For thick layers the leakage G_AP falls as exp(−2κd)/(w/κb + d/κ), where κ and κb are the decay constants of minority iron and the barrier. The program asserts that the transmission formulas agree with direct solution of the interface equations, including the thin-film and thick-film limits and total reflection by a backing without Δ1 states. It also asserts that the conductance integral agrees with an explicit mode sum, and that both Gaussian laws hold for thick layers. For the example's rough parameters, leakage equals a 1% background at 2.7 monolayers and a 20% background at 1.0 monolayer. In thicker films the TMR follows quantum-well oscillations of G_P. The output also sizes roughness, a dead layer, two-band dispersion, anisotropic mass, temperature and bias at four monolayers.

## Numerical check

```python
"""
Result under test: Delta1 tunnelling from thick iron through a barrier and a
thin iron film into a normal metal. With film magnetization antiparallel (AP)
to the thick electrode the Delta1 wave is evanescent in the film, and
    TMR(d) = (G_P - G_AP(d)) / (G_AP(d) + G_bg)
is limited by the leakage G_AP, which falls as exp(-2 kappa d) / (w/kb + d/kappa).
Symbols: d film thickness, w barrier width (nm); kappa, kb decay constants of
minority iron and barrier (1/nm); k in-plane wave number; G_bg other channels.
Energies are in eV from the Fermi level; masses in electron masses.
Each layer has a flat band; psi and psi'/m are continuous at interfaces.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

C = 2 * const.m_e * const.e / const.hbar**2 * 1e-18   # 1/(nm^2 eV)
G0 = const.e**2 / const.h                             # one spin channel, S

# left, up: depth of majority band bottom in thick electrode and in film
# dn: height of minority band bottom; hb: barrier height; bn: backing depth
# gamma: iron mass ratio (normal / in-plane) for the minority film
BASE = dict(left=1.0, up=1.0, dn=1.2, mf=1.0, hb=1.2, mb=0.4,
            bn=5.0, mn=1.0, w=1.0, gamma=1.0)
MONOLAYER = 0.143                                     # nm, rough, iron (001)


def wave_numbers(k, p):
    k_left = np.sqrt(C * p['mf'] * p['left'] - k**2)
    k_up = np.sqrt(C * p['mf'] * p['up'] - k**2)
    kappa = np.sqrt(C * p['mf'] * p['dn'] + p['gamma'] * k**2)
    kb = np.sqrt(C * p['mb'] * p['hb'] + k**2)
    kn = np.sqrt(C * p['mn'] * p['bn'] - k**2 + 0j)
    return k_left, k_up, kappa, kb, kn


def transmission(k, d, state, p):
    """Closed form obtained by carrying the load psi'/(m psi) to the left.

    The imaginary part of the load is written out explicitly: taken from the
    complex quotient it would be lost to cancellation in a thick film.
    """
    k_left, k_up, kappa, kb, kn = wave_numbers(k, p)
    v_left, b, v = k_left / p['mf'], kb / p['mb'], kn / p['mn']
    if state == 'P':
        s, co, si = k_up / p['mf'], np.cos(k_up * d), np.sin(k_up * d)
        below = s * co - 1j * v * si
        load = s * (1j * v * co + s * si) / below
        load_imag = s**2 * v.real / abs(below)**2
    else:
        c, ch, sh = kappa / p['mf'], np.cosh(kappa * d), np.sinh(kappa * d)
        below = c * ch - 1j * v * sh
        load = c * (1j * v * ch - c * sh) / below
        load_imag = c**2 * v.real / abs(below)**2
    chb, shb = np.cosh(kb * p['w']), np.sinh(kb * p['w'])
    psi0 = chb - load / b * shb
    flow0 = load * chb - b * shb
    return 4 * v_left * load_imag / abs(v_left * psi0 - 1j * flow0)**2


def thick_barrier(k, d, state, p):
    """Factorized transmission for exp(-2 kb w) << 1."""
    k_left, k_up, kappa, kb, kn = wave_numbers(k, p)
    a, b, v = k_left / p['mf'], kb / p['mb'], kn.real / p['mn']
    if state == 'P':
        s, co, si = k_up / p['mf'], np.cos(k_up * d), np.sin(k_up * d)
        g = s**2 * v / (s**2 * (b*co - s*si)**2 + v**2 * (b*si + s*co)**2)
    else:
        c, ch, sh = kappa / p['mf'], np.cosh(kappa * d), np.sinh(kappa * d)
        g = c**2 * v / (c**2 * (b*ch + c*sh)**2 + v**2 * (b*sh + c*ch)**2)
    return 16 * a * b**2 * np.exp(-2 * kb * p['w']) * g / (a**2 + b**2)


def thick_film_leak(p, d):
    """AP transmission at k = 0 when barrier and film are both thick."""
    k_left, _, kappa, kb, kn = wave_numbers(0.0, p)
    a, b, c, v = k_left/p['mf'], kb/p['mb'], kappa/p['mf'], kn.real/p['mn']
    front = 64 * a * b**2 * c**2 * v
    front /= (a**2 + b**2) * (b + c)**2 * (c**2 + v**2)
    return front * np.exp(-2 * kb * p['w'] - 2 * kappa * d)


def match_interfaces(k, d, state, p):
    """Definition: solve the six matching equations; return (R, T)."""
    k_left, k_up, kappa, kb, kn = wave_numbers(k, p)
    q = k_up if state == 'P' else 1j * kappa
    a, b, f, v = 1j*k_left/p['mf'], kb/p['mb'], 1j*q/p['mf'], 1j*kn/p['mn']
    eb, ef = np.exp(-kb * p['w']), np.exp(1j * q * d)
    # unknowns: r, barrier decaying/growing, film right/left, t
    m = np.array([[1, -1, -eb, 0, 0, 0],
                  [-a, b, -b * eb, 0, 0, 0],
                  [0, eb, 1, -1, -ef, 0],
                  [0, -b * eb, b, -f, f * ef, 0],
                  [0, 0, 0, ef, 1, -1],
                  [0, 0, 0, f * ef, -f, -v]], dtype=complex)
    x = np.linalg.solve(m, np.array([-1, -a, 0, 0, 0, 0], dtype=complex))
    ratio = (kn.real / p['mn']) / (k_left / p['mf'])
    return abs(x[0])**2, abs(x[5])**2 * ratio


NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)
THETA, W_THETA = (NODES + 1) * np.pi / 4, WEIGHTS * np.pi / 4


def conductance(d, state, p):
    """Conductance per area in S/um^2 from the integral over k."""
    k_max = np.sqrt(C * p['mf'] * p['left'])
    k = k_max * np.sin(THETA)
    weight = W_THETA * k_max * np.cos(THETA) * k / (2 * np.pi)
    return G0 * 1e6 * np.sum(weight * transmission(k, d, state, p))


def tmr(gp, gap, gbg):
    return (gp - gap) / (gap + gbg)


# ---- tests: transmission against direct matching, unequal masses ----
odd = dict(BASE, mf=1.3, mn=0.8, mb=0.5, bn=3.7, up=1.15)
for par in (BASE, odd):
    for state in ('P', 'AP'):
        for k in (0.0, 1.7, 3.9):
            for d in (0.0, 0.21, 0.9):
                R, T = match_interfaces(k, d, state, par)
                assert abs(R + T - 1) < 1e-10
                assert abs(transmission(k, d, state, par) / T - 1) < 1e-8
                wide = dict(par, w=3.0)
                T = match_interfaces(k, d, state, wide)[1]
                assert abs(thick_barrier(k, d, state, wide) / T - 1) < 1e-6

# thick film, where the leak is tiny (tolerance: rounding in the linear solve)
T = match_interfaces(0.0, 3.0, 'AP', BASE)[1]
assert abs(transmission(0.0, 3.0, 'AP', BASE) / T - 1) < 1e-5

# very thin film: contrast proportional to exchange splitting
for par in (dict(BASE, w=3.0), dict(odd, w=3.0, up=1.0)):
    tiny = 1e-5
    contrast = (match_interfaces(0.0, tiny, 'P', par)[1]
                / match_interfaces(0.0, tiny, 'AP', par)[1] - 1)
    _, k_up, kappa, kb, kn = wave_numbers(0.0, par)
    b, v = kb / par['mb'], kn.real / par['mn']
    slope = 2 * b * (k_up**2 + kappa**2) / (par['mf'] * (b**2 + v**2))
    assert abs(contrast / (slope * tiny) - 1) < 2e-3

# thick film at k = 0, and periodicity of the parallel transmission
wide = dict(BASE, w=3.0)
T = match_interfaces(0.0, 2.0, 'AP', wide)[1]
assert abs(thick_film_leak(wide, 2.0) / T - 1) < 1e-6
_, K_UP, KAPPA, KB, KN = wave_numbers(0.0, BASE)
period = np.pi / K_UP
T1 = match_interfaces(0.0, 0.3, 'P', BASE)[1]
T2 = match_interfaces(0.0, 0.3 + period, 'P', BASE)[1]
T3 = match_interfaces(0.0, 0.3 + period / 2, 'P', BASE)[1]
assert abs(T2 / T1 - 1) < 1e-9 and abs(T3 / T1 - 1) > 0.01

# backing without propagating Delta1 states reflects everything
for state in ('P', 'AP'):
    R = match_interfaces(0.0, 0.3, state, dict(BASE, bn=-1.0))[0]
    assert abs(R - 1) < 1e-10

# conductance integral against a sum over modes of a periodic cross-section
side = 30.0
step = 2 * np.pi / side
n_max = int(K_UP / step) + 1
for state in ('P', 'AP'):
    total = 0.0
    for i in range(-n_max, n_max + 1):
        for j in range(-n_max, n_max + 1):
            k = step * np.hypot(i, j)
            if k < K_UP:
                total += match_interfaces(k, 0.43, state, BASE)[1]
    mode_sum = G0 * total / side**2 * 1e6
    assert abs(mode_sum / conductance(0.43, state, BASE) - 1) < 0.005

# Gaussian laws for the k integral (corrections fall as inverse thickness)
far = dict(BASE, w=24.0)
law = G0*1e6 * thick_film_leak(far, 8.0) / (4*np.pi*(24.0/KB + 8.0/KAPPA))
assert abs(conductance(8.0, 'AP', far) / law - 1) < 0.01
far = dict(BASE, w=60.0)
law = G0*1e6 * thick_barrier(0.0, 0.572, 'P', far) * KB / (4*np.pi*60.0)
assert abs(conductance(0.572, 'P', far) / law - 1) < 0.02

# ---- worked example ----
print("Inputs (rough, iron/MgO regime; generic backing metal)")
print(f"majority bottom below E_F {BASE['up']:.2f} eV; "
      f"minority bottom above {BASE['dn']:.2f} eV")
print(f"barrier height {BASE['hb']:.2f} eV, width {BASE['w']:.2f} nm; "
      f"backing depth {BASE['bn']:.2f} eV")
print(f"masses: iron {BASE['mf']:.2f}, barrier {BASE['mb']:.2f}, "
      f"backing {BASE['mn']:.2f} m_e; monolayer {MONOLAYER:.3f} nm")
print("At k = 0")
print(f"k1 = {K_UP:.3f}, kappa = {KAPPA:.3f}, kb = {KB:.3f}, "
      f"kN = {KN.real:.3f} 1/nm")
print(f"s = {K_UP/BASE['mf']:.3f}, c = {KAPPA/BASE['mf']:.3f}, "
      f"b = {KB/BASE['mb']:.3f}, v = {KN.real/BASE['mn']:.3f} 1/nm")
print(f"leak decay length 1/(2 kappa) = {1/(2*KAPPA):.4f} nm")
print(f"exp(-2 kappa monolayer) = {np.exp(-2*KAPPA*MONOLAYER):.4f}")
print(f"period of parallel transmission = {period:.3f} nm")
b0, v0 = KB / BASE['mb'], KN.real / BASE['mn']
slope0 = 2*b0*(K_UP**2 + KAPPA**2) / (BASE['mf']*(b0**2 + v0**2))
print(f"thin-film slope of T_P/T_AP - 1 = {slope0:.3f} 1/nm")

thick_iron = dict(BASE, bn=BASE['up'], mn=BASE['mf'])
G_REF = conductance(0.0, 'P', thick_iron)
BG1, BG20 = 0.01 * G_REF, 0.20 * G_REF
print(f"thick-iron parallel G = {G_REF:.5f} S/um^2, "
      f"RA = {1/G_REF:.2f} ohm um^2")
print("Backgrounds: 1% and 20% of thick-iron parallel G: "
      f"{BG1:.3e}, {BG20:.3e} S/um^2")
print("ML  d(nm)  G_P(S/um^2) G_AP(S/um^2) TMR%:no bg   1% bg  20% bg")
for n in range(9):
    d = n * MONOLAYER
    gp, ga = conductance(d, 'P', BASE), conductance(d, 'AP', BASE)
    vals = [round(100 * tmr(gp, ga, x), 8) + 0.0 for x in (0.0, BG1, BG20)]
    print(f"{n:2d}  {d:.3f}  {gp:.5f}     {ga:.3e}  "
          f"{vals[0]:11.4g} {vals[1]:8.1f} {vals[2]:7.1f}")

for label, bg in (("1%", BG1), ("20%", BG20)):
    for part, words in ((1.0, "equals"), (0.1, "is a tenth of")):
        root = brentq(lambda x: np.log(conductance(x, 'AP', BASE)
                                       / (part * bg)), 0.0, 3.0)
        print(f"leak {words} {label} background at d = {root:.3f} nm "
              f"= {root/MONOLAYER:.2f} ML")

D4 = 4 * MONOLAYER
GP4, GA4 = conductance(D4, 'P', BASE), conductance(D4, 'AP', BASE)
ratio0 = thick_barrier(0.0, D4, 'P', BASE) / thick_film_leak(BASE, D4)
gain = 1 + D4 * KB / (BASE['w'] * KAPPA)
print("Four monolayers: G_P/G_AP")
print(f"k = 0 asymptotic ratio {ratio0:.1f}; Gaussian gain {gain:.3f}; "
      f"product {ratio0*gain:.1f}")
print(f"full integral {GP4/GA4:.1f}")

# ---- size of neglected effects at four monolayers ----
print("Neglected effects at 4 ML: leak / model leak, TMR with 1% bg")


def report(name, gp, ga):
    print(f"{name}: {ga/GA4:.3f}, {100*tmr(gp, ga, BG1):.0f} %")


report("model itself", GP4, GA4)
patches = ((0.25, 3), (0.50, 4), (0.25, 5))
report("roughness, 25/50/25% of area at 3/4/5 ML",
       sum(f * conductance(n*MONOLAYER, 'P', BASE) for f, n in patches),
       sum(f * conductance(n*MONOLAYER, 'AP', BASE) for f, n in patches))
# dead layer: one monolayer lost from the magnetic thickness
report("one dead monolayer (film acts as 3 ML)",
       conductance(3*MONOLAYER, 'P', BASE),
       conductance(3*MONOLAYER, 'AP', BASE))
# two-band dispersion: kappa^2 scaled by the distance to a lower band edge
lower = 2.0
height = BASE['dn'] * lower / (lower + BASE['dn'])
report(f"two-band dispersion, lower edge {lower:.1f} eV below E_F",
       GP4, conductance(D4, 'AP', dict(BASE, dn=height)))
report("minority in-plane mass halved",
       GP4, conductance(D4, 'AP', dict(BASE, gamma=2.0)))


def shifted(e, all_layers):
    p = dict(BASE, up=BASE['up'] + e, dn=BASE['dn'] - e, bn=BASE['bn'] + e)
    if all_layers:
        p.update(left=BASE['left'] + e, hb=BASE['hb'] - e)
    return p


temperature = 300.0
kt = const.k * temperature / const.e
energies = np.linspace(-12 * kt, 12 * kt, 121)
thermal = 1 / np.cosh(energies / (2 * kt))**2
thermal /= thermal.sum()
hot = [sum(t * conductance(D4, s, shifted(e, True))
           for t, e in zip(thermal, energies)) for s in ('P', 'AP')]
report(f"thermal smearing at {temperature:.0f} K", *hot)
bias = 0.1
window = (np.arange(20) + 0.5) * bias / 20
biased = [np.mean([conductance(D4, s, shifted(e, False)) for e in window])
          for s in ('P', 'AP')]
report(f"bias {bias:.1f} V, electrons entering film above E_F", *biased)
print(f"barrier field at that bias = {bias/BASE['w']*10:.2f} MV/cm")
print("PASS")
```

Output:

```
Inputs (rough, iron/MgO regime; generic backing metal)
majority bottom below E_F 1.00 eV; minority bottom above 1.20 eV
barrier height 1.20 eV, width 1.00 nm; backing depth 5.00 eV
masses: iron 1.00, barrier 0.40, backing 1.00 m_e; monolayer 0.143 nm
At k = 0
k1 = 5.123, kappa = 5.612, kb = 3.549, kN = 11.456 1/nm
s = 5.123, c = 5.612, b = 8.874, v = 11.456 1/nm
leak decay length 1/(2 kappa) = 0.0891 nm
exp(-2 kappa monolayer) = 0.2009
period of parallel transmission = 0.613 nm
thin-film slope of T_P/T_AP - 1 = 4.880 1/nm
thick-iron parallel G = 0.02373 S/um^2, RA = 42.14 ohm um^2
Backgrounds: 1% and 20% of thick-iron parallel G: 2.373e-04, 4.746e-03 S/um^2
ML  d(nm)  G_P(S/um^2) G_AP(S/um^2) TMR%:no bg   1% bg  20% bg
 0  0.000  0.03034     3.034e-02            0      0.0     0.0
 1  0.143  0.01189     4.583e-03        159.5    151.7    78.4
 2  0.286  0.01084     8.143e-04         1231    953.5   180.3
 3  0.429  0.02313     1.506e-04    1.526e+04   5924.9   469.3
 4  0.572  0.04593     2.817e-05    1.629e+05  17290.7   961.5
 5  0.715  0.02078     5.301e-06    3.918e+05   8561.7   437.2
 6  0.858  0.01213     1.002e-06    1.211e+06   5088.6   255.5
 7  1.001  0.01549     1.900e-07    8.154e+06   6521.6   326.3
 8  1.144  0.03943     3.614e-08    1.091e+08  16613.3   830.8
leak equals 1% background at d = 0.390 nm = 2.73 ML
leak is a tenth of 1% background at d = 0.587 nm = 4.10 ML
leak equals 20% background at d = 0.140 nm = 0.98 ML
leak is a tenth of 20% background at d = 0.332 nm = 2.32 ML
Four monolayers: G_P/G_AP
k = 0 asymptotic ratio 1150.7; Gaussian gain 1.362; product 1566.9
full integral 1630.4
Neglected effects at 4 ML: leak / model leak, TMR with 1% bg
model itself: 1.000, 17291 %
roughness, 25/50/25% of area at 3/4/5 ML: 1.883, 11672 %
one dead monolayer (film acts as 3 ML): 5.345, 5925 %
two-band dispersion, lower edge 2.0 eV below E_F: 2.950, 14309 %
minority in-plane mass halved: 0.816, 17636 %
thermal smearing at 300 K: 1.036, 17115 %
bias 0.1 V, electrons entering film above E_F: 1.119, 16216 %
barrier field at that bias = 1.00 MV/cm
PASS
```
